# Electron and hole tunnelling through 2 nm of silica

**Question**

I am stuck on an exercise about a thin oxide on silicon. Electrons meet a rectangular barrier of 3.15 eV and holes one of 4.6 eV. Both have mass $0.42\,m_0$ in the oxide. I am to show that 2 nm of oxide favours electrons exponentially, by a factor of roughly 140.

I know that a wavefunction decays as $e^{-\kappa d}$, but using that directly gives me a factor of only about 12. Where does the rest come from? And does 140 mean that the electron current through a real gate oxide is 140 times the hole current?

**Answer**

You have compared amplitudes. Transmission is a ratio of probability fluxes, so the amplitude must be squared, and $12^2$ is about 140. The second question needs more care, because the exponential factor is one part of the transmission, and the transmission is one part of the current.

**The wave in the oxide**

Measure a carrier's energy $E$ from its silicon band edge, and let $\phi$ be the barrier above that edge. For a hole, count energy downward from the valence edge; it then behaves as a particle of positive mass. Take normal incidence, a parabolic band on each side of the interface, and no voltage across the oxide.

With oxide mass $m$, the Schrödinger equation in the barrier is

$$
-\frac{\hbar^2}{2m}\psi''+\phi\psi=E\psi
\quad\Longrightarrow\quad
\psi''=\kappa^2\psi,\qquad
\kappa=\frac{\sqrt{2m(\phi-E)}}{\hbar}.
$$

Let the silicon mass along the tunnelling direction be $m_s$, and the silicon wavenumber $k=\sqrt{2m_sE}/\hbar$. Because the mass changes at the interface, the continuous quantities are $\psi$ and $\psi'/m$, with the local mass; this conserves the flux. Define

$$
v=\frac{k}{m_s},\qquad w=\frac{\kappa}{m}.
$$

Send in a wave of unit amplitude from the left. At the right face, $x=d$, there is only an outgoing wave of amplitude $t$, so $\psi(d)=t$ and $\psi'(d)/m=ivt$. The oxide solution with these values is

$$
\psi(x)=t\left[\cosh\kappa(d-x)-\frac{iv}{w}\sinh\kappa(d-x)\right].
$$

Write $c=\cosh\kappa d$ and $s=\sinh\kappa d$. At the left face the silicon wave is $e^{ikx}+re^{-ikx}$, and matching gives

$$
1+r=t\left(c-\frac{iv}{w}s\right),\qquad
iv(1-r)=t(-ws+ivc).
$$

Dividing the second equation by $iv$, with $-1/i=i$, turns it into $1-r=t(c+iws/v)$. Adding the first removes $r$:

$$
2=t\left[2c+i\left(\frac wv-\frac vw\right)s\right].
$$

The silicon is the same on both sides, so the flux ratio is $T=|t|^2$. Using $c^2=1+s^2$,

$$
\frac1T=c^2+\frac{(w^2-v^2)^2}{4v^2w^2}s^2
=1+\frac{(v^2+w^2)^2}{4v^2w^2}\sinh^2\kappa d .
$$

The last step uses $4v^2w^2+(w^2-v^2)^2=(v^2+w^2)^2$. For a thick barrier, $\sinh^2\kappa d\approx e^{2\kappa d}/4$, and the leading 1 is negligible when $T\ll1$. Hence

$$
T\approx\frac{16v^2w^2}{(v^2+w^2)^2}\,e^{-2\kappa d}.
$$

This is the origin of the factor 2 in the exponent.

**The requested ratio**

Put the carriers at their band edges, $E\to0$, inside $\kappa$. The ratio of the electron's exponential factor to the hole's is

$$
R=\frac{e^{-2\kappa_ed}}{e^{-2\kappa_hd}}
=e^{2d(\kappa_h-\kappa_e)}
=\exp\left[\frac{2d\sqrt{2m}}{\hbar}\left(\sqrt{\phi_h}-\sqrt{\phi_e}\right)\right].
$$

With $2m_0/\hbar^2=26.2468\ \mathrm{eV^{-1}\,nm^{-2}}$,

$$
\kappa_e=\sqrt{26.2468\times0.42\times3.15}=5.893\ \mathrm{nm^{-1}},
$$

$$
\kappa_h=\sqrt{26.2468\times0.42\times4.60}=7.121\ \mathrm{nm^{-1}}.
$$

The difference is $1.2283\ \mathrm{nm^{-1}}$, so at $d=2$ nm

$$
R=e^{2\times2\times1.2283}=e^{4.913}\approx136,
$$

or 140 to two figures. The separate exponential factors are $5.8\times10^{-11}$ for electrons and $4.3\times10^{-13}$ for holes.

The advantage is exponential in thickness: $R$ is about 12 at 1 nm, 40 at 1.5 nm and 1600 at 3 nm. As $d\to0$ the formula gives $R\to1$, but the thick-barrier form of $T$ has failed by then. Near 2 nm, an extra 0.1 nm raises $R$ from 136 to 174.

**What the prefactor does**

At small $E$ we have $v^2\ll w^2$, and the prefactor becomes

$$
\frac{16v^2}{w^2}
=16\,\frac{2E/(\hbar^2m_s)}{2\phi/(\hbar^2m)}
=\frac{16Em}{m_s\phi}.
$$

It vanishes at the band edge for both carriers, but its ratio at equal $E$ does not:

$$
\frac{T_e}{T_h}\to R\,\frac{\phi_h m_{s,h}}{\phi_e m_{s,e}} .
$$

For tunnelling along [001], take rough silicon masses of $0.92\,m_0$ for electrons in the valleys with their heavy axis along that direction, and $0.28\,m_0$ for heavy holes. The prefactor ratio is then

$$
\frac{4.60\times0.28}{3.15\times0.92}=0.444 .
$$

Now give both carriers an incident energy $k_BT_{\rm temp}=0.0259$ eV, its value at 300 K. The full formula yields $T_e=3.8\times10^{-12}$ and $T_h=6.2\times10^{-14}$, a ratio of about 62. Numerical integration of the wave equation through these two barriers, at 2 nm and 2.5 nm, confirms that the transmission falls with thickness as $e^{-2\kappa d}$, with $\kappa$ evaluated at this incident energy. For light holes of silicon mass $0.20\,m_0$ the ratio is about 45. The direction of the correction depends on the masses. The other four silicon valleys have a mass of about $0.19\,m_0$ along [001]; with it the prefactor ratio is $4.60\times0.28/(3.15\times0.19)=2.15$, and the electron/heavy-hole ratio would be about 290. Those valleys carry a large transverse wavevector, however, so the normal-incidence model does not describe them properly. So even within the rectangular model, 140 describes the exponentials and not the whole transmission.

**The equal-mass assumption**

The exponent contains the product $m\phi$, so a lighter hole can offset its higher barrier. The two exponents coincide when $m_h\phi_h=m_e\phi_e$, or

$$
m_h=0.42\,m_0\times\frac{3.15}{4.60}=0.288\,m_0 .
$$

Below that mass, the exponential factor favours holes. A much smaller change already matters: with the electron mass held fixed, lowering the hole's oxide mass by 10%, to $0.378\,m_0$, reduces $R$ from 136 to about 32.

There is a related difficulty with the parabolic bands. Taking a rough silicon gap of 1.12 eV, the oxide gap implied by the two barriers is

$$
E_g=3.15+1.12+4.60=8.87\ \mathrm{eV}.
$$

The silicon valence edge therefore lies $3.15+1.12=4.27$ eV below the oxide conduction band, closer than its 4.60 eV distance from the oxide valence band. A description that knows about the valence band alone is doubtful there.

The simplest alternative couples the two oxide bands. With energy $\varepsilon$ measured from the oxide valence edge and a coupling $Pk$, the two-band condition is $\varepsilon(\varepsilon-E_g)=P^2k^2$. In the gap, $k=i\kappa$, so

$$
P^2\kappa^2=\varepsilon(E_g-\varepsilon)=\phi(E_g-\phi).
$$

The last form holds for both carriers, since $\varepsilon=E_g-\phi_e$ for the electron and $\varepsilon=\phi_h$ for the hole. Near an edge this must reduce to $\kappa^2=2m\phi/\hbar^2$, which fixes $P^2=\hbar^2E_g/(2m)$. Thus

$$
\kappa^2=\frac{2m\phi}{\hbar^2}\left(1-\frac{\phi}{E_g}\right).
$$

For a fair comparison, hold the electron's decay constant at $5.893\ \mathrm{nm^{-1}}$. That requires an edge mass of $0.42\,m_0/(1-3.15/8.87)=0.651\,m_0$. The hole's decay constant becomes $6.153\ \mathrm{nm^{-1}}$, and

$$
R_{\text{two-band}}=e^{4(6.153-5.893)}\approx2.8 .
$$

The large advantage has nearly gone. In this model $\kappa$ has a maximum at mid-gap and varies slowly around it, and both silicon band edges lie in that region. The symmetric two-band model is itself an idealization, so 2.8 is not a corrected value for silica; it shows how strongly the answer depends on the assumed oxide bands.

**Adding a voltage**

Suppose the potential energy falls linearly by $V$ across the oxide, with the polarity chosen to help whichever carrier is considered. Here $V$ is an energy, with $V<\phi_e$, so that neither carrier emerges into the oxide band before the far face. In the WKB approximation the exponent for a band-edge carrier is

$$
S=\frac{2\sqrt{2m}}{\hbar}\int_0^d\sqrt{\phi-\frac{Vx}{d}}\;dx .
$$

Substitute $u=\phi-Vx/d$, so $dx=-(d/V)\,du$. The minus sign reverses the limits, and

$$
S=\frac{2\sqrt{2m}}{\hbar}\frac dV\int_{\phi-V}^{\phi}\sqrt u\,du
=\frac{4d\sqrt{2m}}{3\hbar V}\left[\phi^{3/2}-(\phi-V)^{3/2}\right].
$$

For a drop of 1 V, $S_e=21.587$ and $S_h=26.875$. The exponential ratio rises to $e^{5.288}\approx198$. The reason is visible in the derivative

$$
\frac{d(2\kappa d)}{d\phi}=\frac{\kappa d}{\phi}\propto\frac1{\sqrt\phi}:
$$

the same lowering removes more exponent from the lower barrier.

Image attraction works in the same direction. A charge at mid-oxide has two images at each distance $nd$, of relative strength $(-\rho)^n$, where $\rho=(\epsilon_{\rm Si}-\epsilon_{\rm ox})/(\epsilon_{\rm Si}+\epsilon_{\rm ox})$ for relative permittivities. With the factor ½ for an induced charge, summing the series gives a lowering

$$
\Delta\phi=-\frac12\sum_{n=1}^{\infty}\frac{2(-\rho)^ne^2}{4\pi\epsilon_0\epsilon_{\rm ox}nd}
=\frac{e^2\ln(1+\rho)}{4\pi\epsilon_0\epsilon_{\rm ox}d}.
$$

Rough permittivities of 11.7 for silicon and 2.1 for the oxide's optical response give 0.18 eV. Applying that lowering uniformly to both unbiased barriers, as a size estimate, changes $R$ from 136 to about 154. This is a low estimate, because the classical image lowering is smallest at mid-oxide and grows towards both faces.

**Can 140 be read as a current ratio?**

No. The thickness and electron barrier are in the regime of a thin silicon MOS gate oxide. A 1 V drop over 2 nm is a field of 5 MV/cm, half of a rough breakdown field of 10 MV/cm. Even at that breakdown field the drop would be 2 V, still below the electron barrier, so the trapezoidal formula would still apply. The least secure inputs are the oxide masses and the parabolic band shape. A 10% lower hole mass moves the exponential ratio from 136 to 32; the electron mass matters about as much, a 10% change giving about 43 or 460; and the two-band model gives 2.8. The 1 V bias and the mid-oxide image estimate each change the parabolic ratio by less than a factor of 1.5. Bias matters more at 2 V, where that ratio is about 340, and in the two-band model, where 1 V raises 2.8 to about 7.6.

A current also depends on how many carriers arrive at the oxide. In a p-channel inversion layer, holes greatly outnumber electrons at the silicon surface, and a larger electron transmission does not by itself make the electron current larger. Traps, phonons, interface roughness and transverse momentum are outside this calculation too.

For the exercise, then, the statement to prove is that the two exponential transmission factors differ by about 140 for the given barriers, equal parabolic masses and zero bias. The main values used here are collected in the numerical output below.

## Computed results

```
Electron barrier: 3.15 eV
Hole barrier: 4.60 eV
Oxide mass, both carriers: 0.42 m0
Oxide thickness: 2.0 nm
Constant 2 m0/hbar^2: 26.2468 1/(eV nm^2)
Electron decay constant: 5.8928 1/nm
Hole decay constant: 7.1210 1/nm
Difference of decay constants: 1.2283 1/nm
Electron exponent 2 kappa d: 23.571 (dimensionless)
Hole exponent 2 kappa d: 28.484 (dimensionless)
Difference of exponents: 4.913 (dimensionless)
Electron exponential factor: 5.797e-11 (dimensionless)
Hole exponential factor: 4.261e-13 (dimensionless)
Electron/hole exponential ratio R: 136.1 (dimensionless)
R at 1.0 nm: 11.7 (dimensionless)
R at 1.5 nm: 39.8 (dimensionless)
R at 3.0 nm: 1587.0 (dimensionless)
R at 2.1 nm: 173.9 (dimensionless)
Silicon electron mass, rough input: 0.92 m0
Silicon heavy-hole mass, rough input: 0.28 m0
Silicon light-hole mass, rough input: 0.20 m0
Band-edge prefactor ratio, heavy hole: 0.444 (dimensionless)
Temperature: 300 K
Incident energy kT: 0.0259 eV
R with incident energy kT: 138.4 (dimensionless)
Full electron transmission at kT: 3.832e-12 (dimensionless)
Full heavy-hole transmission at kT: 6.157e-14 (dimensionless)
Full electron/heavy-hole ratio: 62.2 (dimensionless)
Full electron/light-hole ratio: 44.7 (dimensionless)
Hole mass for equal exponents: 0.2876 m0
Hole oxide mass lowered by 10%: 0.378 m0
R with that hole mass: 31.5 (dimensionless)
Silicon gap, rough input: 1.12 eV
Oxide gap from barriers and silicon gap: 8.87 eV
Calibrated two-band edge mass: 0.651 m0
Two-band hole decay constant: 6.1526 1/nm
Two-band electron/hole ratio: 2.83 (dimensionless)
Oxide voltage in bias estimate: 1.0 V
Oxide field in bias estimate: 5.0 MV/cm
Biased electron WKB exponent: 21.587 (dimensionless)
Biased hole WKB exponent: 26.875 (dimensionless)
Biased exponential ratio: 197.9 (dimensionless)
Breakdown field, rough input: 10 MV/cm
Oxide voltage at that field: 2.0 V
Silicon permittivity, rough input: 11.7 (relative)
Oxide optical permittivity, rough input: 2.1 (relative)
Image reflection factor: 0.696 (dimensionless)
Mid-oxide image lowering: 0.181 eV
R with both barriers lowered by it: 153.6 (dimensionless)
```
